Heterojunction band offsets from bulk edges and averaged interface potentials

Take two insulating crystals, A and B, compute the band structure of each, and subtract one valence edge from the other. The result looks like a valence offset, but it is not one. Each periodic calculation chooses its own zero of electrostatic energy, and nothing in either calculation relates the two zeros. For the model junction treated below, with each bulk zero set at the cell's mean electrostatic energy, direct subtraction gives a conduction offset of −0.275 eV, whereas the joined crystals have −0.057 eV. The missing quantity is the electrostatic step across the interface.

**A junction that can be solved by hand**

Atomic units are used in the algebra. V denotes the potential energy of an electron, and ρ the charge density in units of e, positive for ions. An electron has charge −1, so Poisson's equation reads

V″(z) = 4πρ(z).

Build a neutral unit from three charged sheets: +σ per area at z = 0, and −σ/2 at each of z = −d and z = d. To the left of the unit V = 0. Crossing a sheet of charge q changes V′ by 4πq. The slope is therefore −2πσ from −d to 0, then −2πσ + 4πσ = +2πσ from 0 to d, and zero beyond. The potential is a triangular well of depth 2πσd and base 2d, with integral

½(2d)(−2πσd) = −2πσd².

Repeat the unit with period a, where d < a/2. The wells do not overlap, and the mean potential energy is

V̄ = −2πσd²/a.

Now place a half-crystal of A units, with d = d_A, to the left of z = 0, and a half-crystal of B units, with d = d_B, to the right. Let σ and a be the same on both sides. The gaps between units all lie at V = 0, so the two means share one scale. The step from A to B is

ΔV = V̄_B − V̄_A = 2πσ(d_A² − d_B²)/a.

For d_A = a/4 and d_B = a/8 this is 2πσa(1/16 − 1/64) = 3πσa/32. B has the more compact units and the higher mean. If each bulk mean had been set to zero, this step would have been lost.

The same step can be found from the charge. Average ρ over a window of width a. Each sheet becomes a box of width a, and the boxes of one periodic set of sheets tile the line. In A the positive boxes end at z = 0, while the two negative sets end at −d_A and d_A. Their sum is zero for z < −d_A, +σ/(2a) from −d_A to 0, and −σ/(2a) from 0 to d_A. Its first moment is

(σ/2a)(−d_A²/2) − (σ/2a)(d_A²/2) = −σd_A²/(2a).

B is the mirror case and contributes +σd_B²/(2a). Multiplying the total moment by −4π gives

−4π∫zρ̄ dz = 2πσ(d_A² − d_B²)/a,

which is the step found before. Averaging removes the atomic structure and leaves a dipole layer at the junction.

In this example the units keep their shape when joined. Electrons in a real junction rearrange, so ΔV has to come from a self-consistent calculation that contains the interface.

**Why the bulk edges and the step add**

Assume that the middle of each layer has the bulk charge density and no macroscopic field. There the electrostatic potential differs from the bulk one by a constant, C_A or C_B. The remaining local terms depend on the atoms and the density, so they are unchanged. A constant added to a Hamiltonian shifts all its levels by that constant. On the common scale the valence edges are E_v,A + C_A and E_v,B + C_B.

Choose each bulk electrostatic potential to have zero cell mean. Averaging the interface potential at the layer centres z_A and z_B then gives C_A and C_B themselves. With offsets defined as B minus A,

VBO = E_v,B − E_v,A + ΔV,  ΔV = V̄(z_B) − V̄(z_A),
CBO = E_c,B − E_c,A + ΔV.

The total local potential may serve as the reference instead. If its bulk means are M_A and M_B, the edge difference becomes (E_v,B − M_B) − (E_v,A − M_A), while the step becomes ΔV + M_B − M_A. The means cancel in the sum. A lineup therefore has no use until its reference potential is named and the same reference is used for the bulk edges.

**The averaging window**

A window of width w acts on one Fourier component as

(1/w)∫ e^{iG(z+t)} dt = e^{iGz} sin(Gw/2)/(Gw/2),  −w/2 < t < w/2.

For a crystal of period w, G = 2πm/w with m a nonzero integer. Then Gw/2 = πm, the sine vanishes, and every harmonic is removed. The mean, G = 0, is unchanged.

If the two periods differ, one window cannot in general flatten both layers. Apply windows a_A and a_B in succession: one factor removes the harmonics of A, the other those of B. The combined window reaches (a_A + a_B)/2 to either side. A usable layer must have a half-thickness larger than this reach plus the distance over which the interface disturbance dies out.

Gauss's law gives the general form of the dipole result. Integrate by parts between the centres:

ΔV = ∫V̄′ dz = [zV̄′] − ∫zV̄″ dz = −4π∫zρ̄ dz.

The bracket vanishes because V̄′ = 0 at both centres. For the same reason ∫ρ̄ dz = 0, so the result does not depend on the origin of z.

**A self-consistent example**

The following model has round parameters and represents no particular material. Each crystal is a stack of identical planes. In an in-plane cell of area S, a plane carries ionic charge +2, spread along z as a Gaussian of standard deviation 0.50 bohr, and supplies two electrons. It also attracts electrons through a short-range Gaussian of standard deviation 0.80 bohr and integrated strength W/S. Motion within the plane is frozen, and along z the electrons obey

H = −½ d²/dz² + V_es + V_short + V_x,  V_x = −(3n/π)^{1/3}.

Here n is the electron density and V_x is local exchange. One spin-degenerate band is filled.

A has period 6.0 bohr, in-plane length 7.0 bohr and W = 35 hartree bohr³. Relaxed B has 6.2 bohr, 7.2 bohr and 42 hartree bohr³. The area S is the square of the in-plane length. When B grows coherently on A it takes A's in-plane length, and its strain is

ε = 7.0/7.2 − 1 = −2.778 %.

The model lets the period respond as a′ = a(1 − Dε), with D = 1:

a′_B = 6.2 × 1.02778 = 6.372 bohr.

The equations were solved on a Fourier grid and iterated to self-consistency. Bulk edges were taken at k = π/a, where a scan of the zone places both extrema. The interface was represented by a periodic superlattice with equal numbers of A and B planes, with the spacing across each interface set to the mean of the two periods. It is mirror-symmetric about each layer centre, so V̄′ vanishes there.

Relative to their own electrostatic means, the bulk edges are:

A: E_v = −8.955 eV, E_c = −0.519 eV
strained B: E_v = −10.395 eV, E_c = −0.794 eV

With 12 planes per layer, the double window gives ΔV = 0.218 eV. The dipole integral of the averaged charge gives the same value. Hence

VBO = −10.395 + 8.955 + 0.218 = −1.222 eV = −0.0449 hartree,
CBO = −0.794 + 0.519 + 0.218 = −0.057 eV.

Both edges of B lie below those of A, so the alignment is staggered: the highest valence edge is in A and the lowest conduction edge is in B. The conduction offset is a small remainder of larger terms. A correction of only 0.06 eV to the relative conduction edges could reverse its sign and change the type of junction.

If the total local potential is the reference, the lineup is 0.020 eV instead of 0.218 eV, but the valence offset is again −1.222 eV.

The offset can also be found without macroscopic averages or separate bulk runs. Cut one period of the self-consistent total potential from the centre of each layer, repeat it periodically, and solve the two Bloch problems without shifting either potential. Their edges already share the superlattice's energy scale. The differences are −1.222 eV and −0.057 eV, as before. This supports the alignment procedure. It says nothing about the accuracy of the Hamiltonian, which both routes share.

**Thickness and confinement**

With 2, 4 and 12 planes per layer, the valence offset is −1.2297, −1.2219 and −1.2219 eV. The two-plane result is off by 8 meV relative to the thickest case. Its A layer has a half-thickness of 6.0 bohr, slightly less than the window reach of (6.0 + 6.372)/2 = 6.19 bohr. For a sharp step, this small overhang would cost only about 0.2 meV. Most of the error arises because the interface disturbance extends into the region being averaged. Four planes suffice here to well below 1 meV. A junction with a longer disturbance would need more.

The superlattice's own highest filled level converges more slowly. It lies below the aligned valence edge of A by 60 meV for 6 planes and 19 meV for 12. Near a valence maximum the energy is E_v − q²/(2m_h), with m_h the hole mass. Hard walls a distance L apart give q = π/L for the first state, and the shift is

π²/(2m_hL²).

Doubling L should then reduce the shift to 0.25 of its value. The computed ratio is 0.31. One reason is that the layer is a finite chain of planes. With coupling only between neighbouring planes, the envelope of the state vanishes at the first missing plane on each side, so N planes of spacing a have an effective width (N + 1)a instead of L = Na. The expected ratio is then (7/13)² = 0.29. Penetration of the state into B widens it further. A raw superlattice level should not be read as a bulk edge.

**What a wrong window does**

Suppose that only the A window is used. In B the first harmonic is multiplied by sin(x)/x, with

x = π × 6.0/6.372 = 2.958,  sin(x)/x = 0.062.

The second harmonic has the factor sin(2x)/(2x) = −0.061. These factors are small, but the atomic potential they multiply is large. The remaining ripple in B is 0.173 eV from crest to trough, and the lineup read at the centres is wrong by 0.117 eV, more than half of the true 0.218 eV. Because higher harmonics survive along with the first, the ripple is not a single cosine, and the error at the centre need not be half its height.

A window can also be too wide. Doubling both widths still removes all the harmonics, since the sine becomes sin(2πm). With 12 planes the lineup does not change at the precision quoted. Tripling both widths with only 4 planes lowers it by 0.050 eV.

That loss can be estimated by treating V̄ as a sharp step. Two windows of widths w₁ = 18.0 and w₂ = 19.12 bohr combine into a trapezoid of reach R = (w₁ + w₂)/2 = 18.56 bohr. On its sloping sides, its weight beyond a distance h, counting both sides, is

(R − h)²/(w₁w₂).

The half-thicknesses are h = 12.0 bohr in A and 12.74 bohr in B, so the misplaced weights are 0.125 and 0.098. At the A centre the average is raised by 0.125ΔV, and at the B centre it is lowered by 0.098ΔV. The lineup therefore falls by

(0.125 + 0.098) × 0.218 eV = 0.049 eV,

close to the computed 0.050 eV. The tripled windows still remove the atomic ripple of each bulk crystal, and symmetry still gives zero slope at each centre. Neither is sufficient evidence of convergence: the window must also fit inside the layer, so that the average shows a plateau around the centre.

**Strain belongs in both terms**

Relaxed B has E_v = −9.746 eV and E_c = −0.670 eV. Combining these edges with the lineup of the strained junction would give

VBO = −9.746 + 8.955 + 0.218 = −0.573 eV.

Relative to the consistent result this is wrong by 0.649 eV. The conduction offset would be wrong by 0.124 eV. As long as the layer stays coherent with the substrate, no increase in thickness removes these errors, because the bulk reference describes a different crystal. A real layer relaxes through dislocations beyond a critical thickness, and both the edges and the lineup must then be found for that relaxed state.

Now let B be the substrate. A is stretched by 2.857 %, its period becomes 5.829 bohr, and its edges become −8.333 and −0.371 eV. A superlattice with 8 planes per layer gives ΔV = 0.234 eV, so that

VBO = −9.746 + 8.333 + 0.234 = −1.179 eV.

The conduction offset is −0.065 eV. Exchanging the substrate moves the valence offset by only 0.043 eV, although the bulk valence edge of each crystal moves by more than 0.6 eV on its own reference scale. The two movements nearly cancel in the difference. This is a result for these parameters, not a rule. Nor can either edge shift, measured from a bulk mean, be taken as an absolute shift, because the mean itself has no absolute position.

**The general procedure**

1. Fix the substrate, and find the strained geometry of both crystals.
2. Compute the bulk edges in that geometry, relative to the mean electrostatic potential energy of each cell.
3. Solve a superlattice containing the interface with the same Hamiltonian and numerical settings.
4. Average its electrostatic potential with both actual periods, and take the difference between the layer centres.
5. Add this lineup to the valence and conduction edge differences.
6. Increase the layer thickness, then enlarge both windows by integer factors while they still fit. Accept the result when neither change matters at the required precision.

As a limiting case, let A and B become the same crystal in the same strain state. The edge differences and the lineup then vanish separately, and so do both offsets.

**When one number is not enough**

The derivation needs flat averaged potentials. At a polar or charged interface a layer may carry a slope F = V̄′. Moving the reading point by δz then changes the lineup by Fδz, and readings at the layer centres depend on thickness. The sloping lines must be extrapolated to a stated interface plane, and the offset refers to that plane. If the layer interior never becomes bulk-like, the separation into bulk edges and a lineup fails. Flat potentials do not make the offset a property of the two crystals alone either: the lineup is an interface dipole, and at heterovalent junctions neutral interfaces with different atomic arrangements can give different values. The procedure yields the offset of the interface structure that was put into the superlattice.

The model leaves out in-plane dispersion, correlation, spin-orbit coupling, interface disorder, and atomic relaxation beyond the imposed strain. Its edges are mean-field eigenvalues. If a better theory shifts the bulk valence edges by δ_A and δ_B but the interface density is retained, the valence offset changes by δ_B − δ_A.

Photoemission can use the same bookkeeping, with a core level as the reference. Let K be the energy of a chosen core level in each layer. Then

VBO = (E_v − K)_B − (E_v − K)_A + (K_B − K_A).

The first two terms come from bulk samples and the last from the junction. The separations E_v − K must refer to the strain state present in the junction, and the core-hole response must be the same in the bulk and junction measurements. Otherwise the core levels do not cancel, just as the potential means fail to cancel when their references are mixed.
